Lorenz ratios of a metal at zero field and zero current, part 1

(Sections cited here and not found follow in the second part.)

**First half: from the two measurements to the two Lorenz ratios**

A metal line that is heated at one end conducts heat mainly through its electrons. The electrons are charged, so the heat that flows depends on what is done with the electric circuit. The ends may be left open, so that no current flows, or the electrochemical field may be held at zero, so that a thermoelectric current flows. Each condition has its own thermal conductivity and its own Lorenz ratio. This problem finds the relation between them and its size in an interconnect metal.

The metal is homogeneous and isotropic or cubic, has no magnetic order and is in no magnetic field. It is in a steady state, and all gradients are small enough for currents to be linear in them. Gradients and currents lie along x, and a prime means d/dx.

The algebra uses atomic units, ħ = m = e = 1, with Boltzmann's constant k_B kept. An electron has charge −1. If μ is the chemical potential, measured from the band bottom, and Φ the electric potential, the electrochemical potential of the electrons is

μ̄ = μ − Φ.

A voltmeter responds to differences of −μ̄. The electrochemical field is therefore

E = −(−μ̄)′ = μ̄′.

At uniform temperature μ is uniform as well, and E reduces to the ordinary field −Φ′.

**(a) Write the linear laws for the electric current density J and the heat current density Q. Define the conductivity σ, the Seebeck coefficient S, the Peltier coefficient Π and the two thermal conductivities, and say how each thermal conductivity could be measured.**

*Solution.* Let j be the particle current density of the electrons, so that J = −j. Each electron that crosses a plane carries energy. The heat current is the energy current less μ̄ for each particle:

Q = J_energy − μ̄ j.

The electrostatic energy −Φ is contained in the energy current and in μ̄, and it cancels. An electron of band energy ε thus carries the heat ε − μ.

There are two driving forces, E and T′, and two currents, so the linear laws contain four coefficients. In an isotropic or cubic metal these are scalars. They can be named as follows:

J = σ (E − S T′),
Q = Π σ E − κ_E T′.

The names follow from special cases. At T′ = 0 the first law is J = σE, so σ is the isothermal conductivity. In the same state Q = ΠσE = ΠJ, so Π is the heat carried per unit of electric current. At J = 0 the first law gives E = S T′, which defines S with its sign. At E = 0 the second law gives Q = −κ_E T′, so κ_E is the thermal conductivity at zero electrochemical field.

The second thermal conductivity, κ_J, is defined by Q = −κ_J T′ at J = 0. It is measured on a bar whose ends are electrically open. The bar then builds up the voltage that stops the current.

To measure κ_E, the ends of a uniform bar are joined by an ideal return wire, with no resistance and no Seebeck coefficient of its own. The electrochemical potentials of the ends are then equal, so E averages to zero along the bar. For a small temperature difference σ, S and T′ are uniform, and E vanishes everywhere. A current S σ T′ in magnitude runs round the loop.

The Lorenz ratios use the same isothermal σ:

L_E = κ_E/(σT), L_J = κ_J/(σT).

**(b) Using these laws alone, express L_E − L_J through S, Π and T.**

*Solution.* At zero current E = S T′. Put this into the law for Q:

Q = Π σ S T′ − κ_E T′ = −(κ_E − σ S Π) T′.

By the definition of κ_J,

κ_J = κ_E − σ S Π.

Division by σT gives

L_J = L_E − S Π/T.

Nothing has been said yet about a link between S and Π. They belong to different experiments: S is a voltage caused by a temperature difference, and Π is a heat flow caused by a current. The remaining question is whether the microscopic motion ties them together.

**(c) Derive the linearized Boltzmann equation for electrons that scatter from static defects and from phonons. Let the phonons stay in equilibrium at the local temperature. Show that detailed balance puts the collision term into a symmetric form.**

*Solution.* A state k has band energy ε_k and velocity v_k along x. Write

x_k = (ε_k − μ)/(k_B T), f⁰_k = 1/(exp(x_k) + 1).

The true occupation is written with a small energy shift η_k:

f_k = 1/(exp(x_k − η_k/(k_B T)) + 1).

This defines η_k. A shift η_k acts as a change of ε_k by −η_k, so to first order

f_k = f⁰_k + w_k η_k, w_k = −∂f⁰_k/∂ε_k = f⁰_k(1 − f⁰_k)/(k_B T).

*Collisions.* Let W_kk′ be the rate from an occupied state k to an empty state k′. The net rate from k to k′ is

R_kk′ = W_kk′ f_k(1 − f_k′) − W_k′k f_k′(1 − f_k).

The definition of η gives f_k/(1 − f_k) = exp(−x_k + η_k/(k_B T)). Taking out the common factor (1 − f_k)(1 − f_k′), one finds

R_kk′ = (1 − f_k)(1 − f_k′)[W_kk′ exp(−x_k + η_k/(k_B T)) − W_k′k exp(−x_k′ + η_k′/(k_B T))].

Detailed balance says that each pair of states exchanges no net electrons in equilibrium:

W_kk′ exp(−x_k) = W_k′k exp(−x_k′).

For a static defect the two energies are equal, and the condition is W_kk′ = W_k′k, which holds when the two directions have the same squared matrix element. For a phonon of energy ω, let ε_k′ = ε_k + ω. The upward rate is proportional to the phonon number n, and the downward rate to n + 1, with the same squared matrix element. In equilibrium (n + 1)/n = exp(ω/(k_B T)). This is the ratio exp(−x_k)/exp(−x_k′), so the condition holds again.

With detailed balance the two terms in R_kk′ share one factor:

R_kk′ = (1 − f_k)(1 − f_k′) W_kk′ exp(−x_k)[exp(η_k/(k_B T)) − exp(η_k′/(k_B T))].

To first order the bracket is (η_k − η_k′)/(k_B T), and the prefactor may be taken in equilibrium. There (1 − f⁰_k)exp(−x_k) = f⁰_k. Hence

R_kk′ = P_kk′ (η_k − η_k′)/(k_B T), P_kk′ = f⁰_k(1 − f⁰_k′) W_kk′ = P_k′k.

P_kk′ is the equilibrium traffic from k to k′. It is symmetric because the traffic in the opposite direction is equal. The total loss rate from state k defines a linear operator C:

(Cη)_k = Σ_k′ P_kk′ (η_k − η_k′)/(k_B T).

*Streaming.* The local equilibrium depends on position through μ and T. Since

x′ = −μ′/(k_B T) − (ε − μ)T′/(k_B T²),

and df⁰/dx_k = −k_B T w, the spatial derivative is

(f⁰)′ = w [μ′ + (ε − μ) T′/T].

The electric force on charge −1 is +Φ′. It changes k at the rate Φ′, and ∂f⁰/∂k = −w v. Thus the force term is −w v Φ′. The sum of both streaming terms is

v (f⁰)′ − w v Φ′ = w v [μ′ − Φ′ + (ε − μ)T′/T] = w v [E + (ε − μ)T′/T].

In the steady state streaming equals minus the collision loss:

Cη = −w v [E + (ε − μ)T′/T].

The electrochemical field has appeared as a whole. Neither μ′ nor Φ′ acts by itself.

**(d) Solve this equation formally, find the four transport coefficients, and show how Π is related to S.**

*Solution.* For two functions of k define the sum

(χ, η) = (2/Ω) Σ_k χ_k η_k,

where Ω is the volume and 2 counts the spins. Define two sources and the responses to them:

a = w v, b = w v (ε − μ),
C η_a = a, C η_b = b.

Linearity gives

η = −E η_a − (T′/T) η_b.

The operator C gives zero for a function that has the same value on all states linked by collisions. If defects link all states of one energy, such a function depends on energy alone. Because ε_k is even in k and v_k is odd, it has zero sum with a and with b. The equations for η_a and η_b can therefore be solved, and the freedom to add such a function changes no current.

The equilibrium part of f carries no current. The electric current is minus the particle current, and the heat current has an extra factor ε − μ:

J = −(a, η) = E (a, η_a) + (T′/T)(a, η_b),
Q = (b, η) = −E (b, η_a) − (T′/T)(b, η_b).

Name the sums

K₁₁ = (a, η_a), K₁₂ = (a, η_b), K₂₁ = (b, η_a), K₂₂ = (b, η_b).

Now compare with the laws of part (a). The coefficients of E in J and of T′ in J give

σ = K₁₁, −σS = K₁₂/T, hence S = −K₁₂/(σT).

The coefficients in Q give

Πσ = −K₂₁, hence Π = −K₂₁/σ, and κ_E = K₂₂/T.

The cross coefficients can be compared because C is symmetric. For any χ and η,

(χ, Cη) = (2/Ω) Σ_k Σ_k′ P_kk′ χ_k(η_k − η_k′)/(k_B T).

Exchange the names k and k′, use P_kk′ = P_k′k, and take half the sum of the two forms:

(χ, Cη) = (1/Ω) Σ_k Σ_k′ P_kk′ (χ_k − χ_k′)(η_k − η_k′)/(k_B T).

The right side does not change when χ and η are exchanged, so (χ, Cη) = (Cχ, η). Therefore

K₁₂ = (a, η_b) = (Cη_a, η_b) = (η_a, Cη_b) = (η_a, b) = K₂₁.

It follows that

Π = −K₂₁/σ = −K₁₂/σ = T S.

This is Onsager's reciprocity for the two thermoelectric coefficients. The derivation allows collisions that change the electron energy, and it needs no relaxation time.

**(e) Show that imposing zero current instead of zero electrochemical field lowers the Lorenz ratio by S². Explain why the sign of S does not matter, show that L_J cannot be negative, and state where the argument ceases to apply.**

*Solution.* Insert Π = TS into the result of part (b):

L_J = L_E − S(TS)/T = L_E − S².

The corresponding statement for the conductivities is

κ_J = κ_E − σ T S².

Within linear response no higher power of S has been dropped. The relation is exact as a difference between L_E and L_J. It makes no statement about the value of L_E itself, which depends on the band and on the collisions.

The sign of S drops out because it enters twice. The open bar builds up the field E = S T′. This field drives the heat current

ΠσE = (TS)σ(S T′) = σTS² T′,

which points up the temperature gradient for either sign of S. It opposes the heat that flows down the gradient.

The symmetric form of (χ, Cη) also gives a bound. With χ = η each term is a square times a non-negative P_kk′, so (η, Cη) ≥ 0. Choose η = η_b + λη_a with a real number λ:

0 ≤ K₂₂ + 2λK₁₂ + λ²K₁₁.

At λ = −K₁₂/K₁₁ this becomes

K₂₂ − K₁₂²/K₁₁ ≥ 0.

Since σTS² = K₁₂²/(K₁₁T), the left side is T(κ_E − σTS²) = Tκ_J. Thus κ_J ≥ 0 and S² ≤ L_E. The reduction can at most remove the whole of L_E.

If reciprocity fails but the scalar laws of part (a) still hold, the result of part (b) remains, and the drop is SΠ/T. In a magnetic field the proof of part (d) fails. It adds to the Boltzmann equation the term w F_B·∂η/∂k, where F_B is the magnetic force. The flow F_B in k space has no divergence and does not change the energy. Integration by parts over k therefore makes this term antisymmetric in χ and η, and the full operator is no longer symmetric. In a magnetic field or in an anisotropic crystal the coefficients become tensors, and in general neither scalar formula for the drop can be used as it stands.

**Second half: meaning, size and use in an interconnect**

The symbols carry over. E is the electrochemical field, J the electric current density and Q the heat current density. σ is the isothermal conductivity, S the Seebeck coefficient and μ the chemical potential above the band bottom. A prime means d/dx, and w = −∂f⁰/∂ε. The first half found

J = σ(E − S T′), Q = TSσE − κ_E T′,
κ_J = κ_E − σTS², L_J = L_E − S²,

where L_E = κ_E/(σT) belongs to zero field and L_J = κ_J/(σT) to zero current. The sums K₁₁ = σ, K₁₂ = −σTS and K₂₂ = Tκ_E are built from the responses η_a and η_b to the sources wv and wv(ε − μ).

**(f) Let each electron relax independently, with a time τ(ε). Express S, L_E and L_J as averages over energy, and say what the condition of zero current does to the heat flow.**

*Solution.* The collision operator is now Cη = wη/τ. The responses are

η_a = τv, η_b = τv(ε − μ).

Define the transport function

σ(ε) = (2/Ω) Σ_k v_k² τ(ε) δ(ε − ε_k).

The three sums become integrals:

K₁₁ = ∫ σ(ε) w dε,
K₁₂ = ∫ σ(ε)(ε − μ) w dε,
K₂₂ = ∫ σ(ε)(ε − μ)² w dε.

Let ⟨…⟩ be the average with the non-negative weight σ(ε)w, divided by its integral σ. Then

S = −K₁₂/(σT) = −⟨ε − μ⟩/T,
L_E = K₂₂/(σT²) = ⟨(ε − μ)²⟩/T²,
L_J = L_E − S² = [⟨(ε − μ)²⟩ − ⟨ε − μ⟩²]/T².

Apart from the factor 1/T², L_E is the mean square of the energy measured from μ, and L_J is the variance of the energy. The particle flow at each energy is σ(ε)w times the driving term −[E + (ε − μ)T′/T]. The field that stops the current, E = S T′, turns this term into −(ε − ⟨ε⟩)T′/T. It removes the heat that goes with the mean energy and leaves the heat that comes from the spread. If the mean energy of the carriers is μ, there is no Seebeck effect, and the two Lorenz ratios agree.

In ordinary units an energy average is divided by the elementary charge. With energies in eV, S is then in V/K and both Lorenz ratios are in V²/K².

For collisions that obey detailed balance, imposing zero current instead of zero electrochemical field lowers the Lorenz ratio by S²; if each electron relaxes independently, what is left is the variance of the carrier energy divided by T². It remains to find the size of this drop in model metals, to examine scattering that changes the electron energy, and to decide which thermal conductivity belongs in the heat equation of a line that carries a current.
